\section*{The Dirac adjoint and the sign of time under Lorentz transformations}

\section{A boost and a time reversal}

Take the metric $g=\mathrm{diag}(1,-1,-1,-1)$ and $4\times4$ matrices with
\begin{equation}
\gamma^\mu\gamma^\nu+\gamma^\nu\gamma^\mu=2g^{\mu\nu},\qquad
(\gamma^\mu)^\dagger=\gamma^0\gamma^\mu\gamma^0 .
\label{cliff}
\end{equation}
Thus $\gamma^0$ is Hermitian with square $1$, and each $\gamma^k$ ($k=1,2,3$) is anti-Hermitian with square $-1$. Put $a=\gamma^0\gamma^1$. Then $a^2=-(\gamma^0)^2(\gamma^1)^2=1$ and $a^\dagger=-\gamma^1\gamma^0=a$. For a real number $\eta$ consider
\begin{equation}
S=\cosh\tfrac{\eta}{2}-a\sinh\tfrac{\eta}{2},\qquad
S^{-1}=\cosh\tfrac{\eta}{2}+a\sinh\tfrac{\eta}{2}.
\label{boost}
\end{equation}
The product of the two is $\cosh^2\frac\eta2-\sinh^2\frac\eta2=1$. Since $a$ anticommutes with $\gamma^0$, moving $S^{-1}$ to the right through $\gamma^0$ turns it into $S$:
\begin{align}
S^{-1}\gamma^0S&=\gamma^0\left(\cosh\tfrac\eta2-a\sinh\tfrac\eta2\right)^2
=\gamma^0(\cosh\eta-a\sinh\eta)\nonumber\\
&=\gamma^0\cosh\eta-\gamma^1\sinh\eta ,
\end{align}
because $\gamma^0a=\gamma^1$. Also $a$ anticommutes with $\gamma^1$, and $\gamma^1a=\gamma^0$, so $S^{-1}\gamma^1S=\gamma^1\cosh\eta-\gamma^0\sinh\eta$. The matrices $\gamma^2$ and $\gamma^3$ commute with $a$ and do not change. The gamma matrices are therefore mixed like the coordinates in a change to a frame moving along $x$ with speed $c\tanh\eta$.

This $S$ is Hermitian, not unitary: $S^\dagger=S\neq S^{-1}$ for $\eta\ne0$. But $\gamma^0a\gamma^0=-a$, and hence
\begin{equation}
\gamma^0S^\dagger\gamma^0=\cosh\tfrac\eta2+a\sinh\tfrac\eta2=S^{-1}.
\end{equation}
The two factors $\gamma^0$ repair the failure of unitarity.

Now take $S=\gamma^1\gamma^2\gamma^3$. It commutes with each $\gamma^k$ (two sign changes) and anticommutes with $\gamma^0$ (three), so it reverses $\gamma^0$ alone: a time reversal. Here $S^\dagger=-\gamma^3\gamma^2\gamma^1$ and $S^{-1}=-\gamma^3\gamma^2\gamma^1$. Moving $\gamma^0$ through three matrices gives
\begin{equation}
\gamma^0S^\dagger\gamma^0=\gamma^3\gamma^2\gamma^1=-S^{-1}.
\end{equation}
The sign is that of $\Lambda^0{}_0$ in both cases.

\section{Statement}

Let $x'^\mu=\Lambda^\mu{}_\nu x^\nu$ with $\Lambda$ real and $\Lambda^Tg\Lambda=g$. Inverting this relation and using $g^{-1}=g$ gives also $\Lambda g\Lambda^T=g$. Its $00$ component is
\begin{equation}
(\Lambda^0{}_0)^2=1+\sum_k(\Lambda^0{}_k)^2\ge1 ,
\label{row}
\end{equation}
so $\Lambda^0{}_0$ has a definite sign, $\sigma=\mathrm{sign}(\Lambda^0{}_0)$.

Let the spinor transform linearly, $\psi'(x')=S\psi(x)$. Insert $\psi=S^{-1}\psi'$ and $\partial_\mu=\Lambda^\nu{}_\mu\partial'_\nu$ into the free Dirac equation $(i\hbar\gamma^\mu\partial_\mu-mc)\psi=0$, and multiply by $S$ from the left:
\begin{equation}
\left(i\hbar\,\Lambda^\nu{}_\mu S\gamma^\mu S^{-1}\partial'_\nu-mc\right)\psi'=0 .
\end{equation}
This is the Dirac equation with the same gamma matrices if $\Lambda^\nu{}_\mu S\gamma^\mu S^{-1}=\gamma^\nu$, that is, if
\begin{equation}
S^{-1}\gamma^\mu S=\Lambda^\mu{}_\nu\gamma^\nu .
\label{cov}
\end{equation}

\paragraph{Theorem.} For every $\Lambda$ in the full Lorentz group there is an invertible $S$ obeying (\ref{cov}), unique up to a complex factor. If the factor is chosen so that $|\det S|=1$, then
\begin{equation}
\gamma^0S^\dagger\gamma^0=\sigma\,S^{-1}.
\label{main}
\end{equation}

The normalization leaves the phase of $S$ free. A phase $e^{i\varphi}$ multiplies both $S^\dagger$ and $S^{-1}$ by $e^{-i\varphi}$, so it cannot remove the sign.

\section{Two lemmas}

\paragraph{Lemma 1.} The 16 products $\Gamma_A$ of distinct gamma matrices in increasing order, one for each subset $A$ of $\{0,1,2,3\}$ with $\Gamma_\emptyset=1$, are linearly independent. A matrix that commutes with all $\gamma^\mu$ is a multiple of $1$.

\textit{Proof.} Moving $\gamma^\mu$ through $\Gamma_A$ gives one minus sign for each factor different from $\gamma^\mu$. If $A$ is nonempty and has an even number of elements, choose $\mu$ in $A$; if the number is odd, choose $\mu$ outside $A$. In both cases the number of signs is odd, so $\gamma^\mu\Gamma_A(\gamma^\mu)^{-1}=-\Gamma_A$. The trace of the left side is $\mathrm{tr}\,\Gamma_A$, hence $\mathrm{tr}\,\Gamma_A=0$ for $A\neq\emptyset$.

Suppose $\sum_Aa_A\Gamma_A=0$. Multiply by $\Gamma_B^{-1}$ and take the trace. For $A\neq B$ the product $\Gamma_A\Gamma_B^{-1}$ is, up to sign, a $\Gamma_C$ with $C\neq\emptyset$, and its trace vanishes. What remains is $4a_B=0$, for every $B$. The 16 products thus span the 16-dimensional space of $4\times4$ matrices. A matrix commuting with all $\gamma^\mu$ commutes with every matrix and is a multiple of $1$. $\square$

\paragraph{Lemma 2.} Equation (\ref{cov}) has an invertible solution, unique up to a factor.

\textit{Proof.} Let $\gamma'^\mu=\Lambda^\mu{}_\nu\gamma^\nu$. Then
\begin{equation}
\gamma'^\mu\gamma'^\nu+\gamma'^\nu\gamma'^\mu
=2\Lambda^\mu{}_\alpha g^{\alpha\beta}\Lambda^\nu{}_\beta=2g^{\mu\nu},
\end{equation}
so Lemma 1 holds for the $\gamma'^\mu$ and their products $\Gamma'_A$ too. For any matrix $F$ define
\begin{equation}
S=\sum_A\Gamma_A\,F\,\Gamma_A'^{-1}.
\end{equation}
For fixed $\mu$, $\gamma^\mu\Gamma_A=\epsilon_A\Gamma_B$ with $\epsilon_A=\pm1$, and $B$ runs once through all subsets as $A$ does. The sign follows from the anticommutation rules alone, so $\gamma'^\mu\Gamma'_A=\epsilon_A\Gamma'_B$ with the same $\epsilon_A$. Inverting the latter gives $\Gamma_A'^{-1}=\epsilon_A\Gamma_B'^{-1}\gamma'^\mu$. Therefore
\begin{equation}
\gamma^\mu S=\sum_B\epsilon_A^2\,\Gamma_BF\,\Gamma_B'^{-1}\gamma'^\mu=S\gamma'^\mu .
\end{equation}

Some $F$ gives $S\neq0$. Otherwise, taking for $F$ the matrices with a single entry $1$ at position $(j,k)$, we would have $\sum_A(\Gamma_A)_{ij}(\Gamma_A'^{-1})_{kl}=0$ for all indices. For fixed $k,l$ this is a linear relation among the $\Gamma_A$, so every $(\Gamma_A'^{-1})_{kl}$ would vanish, which is false for $A=\emptyset$.

This nonzero $S$ is invertible. If $Sv=0$, then $S\gamma'^\mu v=\gamma^\mu Sv=0$. By repetition $S$ annihilates $\Gamma'_Av$ for all $A$, hence $Xv$ for every matrix $X$. If $v\neq0$, the vectors $Xv$ fill the whole space and $S=0$, a contradiction. So $v=0$, and $\gamma^\mu S=S\gamma'^\mu$ becomes (\ref{cov}).

If $S_1$ and $S_2$ both solve it, then $S_1S_2^{-1}\gamma^\mu=S_1\gamma'^\mu S_2^{-1}=\gamma^\mu S_1S_2^{-1}$. By Lemma 1, $S_1S_2^{-1}$ is a multiple of $1$. $\square$

\section{Proof of the theorem}

Take the adjoint of (\ref{cov}). The numbers $\Lambda^\mu{}_\nu$ are real, so
\begin{equation}
S^\dagger(\gamma^\mu)^\dagger(S^\dagger)^{-1}=\Lambda^\mu{}_\nu(\gamma^\nu)^\dagger .
\end{equation}
Replace each adjoint by $\gamma^0\gamma^\mu\gamma^0$ and multiply by $\gamma^0$ from both sides. With $T=\gamma^0S^\dagger\gamma^0$ and $T^{-1}=\gamma^0(S^\dagger)^{-1}\gamma^0$ this reads
\begin{equation}
T\gamma^\mu T^{-1}=\Lambda^\mu{}_\nu\gamma^\nu=S^{-1}\gamma^\mu S .
\end{equation}
Multiplying by $S$ from the left and $S^{-1}$ from the right gives $(ST)\gamma^\mu(ST)^{-1}=\gamma^\mu$. By Lemma 1,
\begin{equation}
S\gamma^0S^\dagger\gamma^0=c\,1,\qquad\text{or}\qquad \gamma^0S^\dagger\gamma^0=c\,S^{-1}.
\label{c}
\end{equation}

The number $c$ is real: $S\gamma^0S^\dagger=c\gamma^0$ has a Hermitian left side, and $\gamma^0$ is Hermitian and nonzero. The determinant of (\ref{c}), with $(\det\gamma^0)^2=1$, is
\begin{equation}
|\det S|^2=c^4 .
\end{equation}
For $|\det S|=1$ the real number $c$ is $1$ or $-1$.

To find the sign, solve (\ref{c}) for $S^\dagger=c\gamma^0S^{-1}\gamma^0$, multiply by $S$ and use (\ref{cov}) for $\mu=0$:
\begin{equation}
S^\dagger S=c\,\gamma^0S^{-1}\gamma^0S=c\,\gamma^0\Lambda^0{}_\nu\gamma^\nu
=c\left(\Lambda^0{}_0+\Lambda^0{}_k\,\gamma^0\gamma^k\right).
\label{ss}
\end{equation}
The products $\gamma^0\gamma^k$ are traceless, so $\mathrm{tr}\,S^\dagger S=4c\Lambda^0{}_0$. The left side is the sum of $|S_{ij}|^2$ and is positive. Hence $c$ has the sign of $\Lambda^0{}_0$, and $c=\sigma$. $\square$

\paragraph{Remark on the assumptions.} Without the normalization the argument gives $c=\sigma|\det S|^{1/2}$. The Hermiticity rule in (\ref{cliff}) is a real restriction. It survives a unitary change of representation, but a general change $\tilde\gamma^\mu=V\gamma^\mu V^{-1}$, $\tilde S=VSV^{-1}$ spoils (\ref{main}); for example, with $V=\mathrm{diag}(1,2,1,3)$ applied to the Dirac representation and one random proper orthochronous $\Lambda$ (the size of the effect depends strongly on both), the matrix $Q=\tilde S\tilde\gamma^0\tilde S^\dagger\tilde\gamma^0$ differed from $\frac14(\mathrm{tr}\,Q)\,1$ by up to 1.88 in an element, whereas for a multiple of $1$ the difference would vanish. What survives follows from $S^\dagger\gamma^0S=\sigma\gamma^0$, which is (\ref{main}) multiplied by $\gamma^0$ from the left and $S$ from the right. Inserting $S=V^{-1}\tilde SV$ gives
\begin{equation}
\tilde S^\dagger h\tilde S=\sigma h,\qquad h=(V^{-1})^\dagger\gamma^0V^{-1}.
\end{equation}
The matrix in the adjoint is thus the matrix of a Hermitian form, which equals $\tilde\gamma^0$ for unitary $V$ and a positive multiple of it for $V$ a multiple of a unitary matrix.

\section{What the adjoint does}

\paragraph{The Hermitian conjugate.} With $c=\sigma$, (\ref{ss}) becomes $S^\dagger S=|\Lambda^0{}_0|+\sigma\Lambda^0{}_k\gamma^0\gamma^k$. The matrices $\gamma^0\gamma^k$ are Hermitian, anticommute with each other and have square $1$. The second term therefore has square $\sum_k(\Lambda^0{}_k)^2=(\Lambda^0{}_0)^2-1$ by (\ref{row}). As it is traceless, the eigenvalues of $S^\dagger S$ are
\begin{equation}
|\Lambda^0{}_0|\pm\sqrt{(\Lambda^0{}_0)^2-1},
\label{eig}
\end{equation}
each twice. $S$ is unitary if and only if $|\Lambda^0{}_0|=1$, which by (\ref{row}) means $\Lambda^0{}_k=0$. For spatial rotations, spatial reflections and pure time reversal $\psi^\dagger\psi$ is therefore invariant. As soon as $\Lambda$ mixes time and space, it changes for some spinors, though not for every one. With $|\Lambda^0{}_0|=\cosh\eta$, $\eta\geq0$, the ratio $\psi'^\dagger\psi'/\psi^\dagger\psi$ lies between $e^{-\eta}$ and $e^{\eta}$, depending on the spinor.

\paragraph{Corollary.} Let $\bar\psi=\psi^\dagger\gamma^0$. Then
\begin{equation}
\bar\psi'=\psi^\dagger S^\dagger\gamma^0=\psi^\dagger\gamma^0\,(\gamma^0S^\dagger\gamma^0)=\sigma\bar\psi S^{-1}.
\end{equation}
The $S^{-1}$ meets the $S$ of $\psi'$, and (\ref{cov}) does the rest:
\begin{align}
\bar\psi'\psi'&=\sigma\,\bar\psi\psi,\\
\bar\psi'\gamma^\mu\psi'&=\sigma\,\Lambda^\mu{}_\nu\,\bar\psi\gamma^\nu\psi,\label{vec}\\
\bar\psi'\Sigma^{\mu\nu}\psi'&=\sigma\,\Lambda^\mu{}_\alpha\Lambda^\nu{}_\beta\,\bar\psi\Sigma^{\alpha\beta}\psi,
\end{align}
where $\Sigma^{\mu\nu}=\frac i2(\gamma^\mu\gamma^\nu-\gamma^\nu\gamma^\mu)$.

For $\gamma^5=i\gamma^0\gamma^1\gamma^2\gamma^3$ we need $S^{-1}\gamma^5S=i\gamma'^0\gamma'^1\gamma'^2\gamma'^3$. The $\gamma'^\mu$ anticommute, so this product equals its average over the 24 permutations $\pi$ with their signs. Expanding each $\gamma'$ leaves the coefficient
\begin{equation}
\sum_\pi\mathrm{sgn}(\pi)\,\Lambda^{\pi(0)}{}_\alpha\Lambda^{\pi(1)}{}_\beta\Lambda^{\pi(2)}{}_\kappa\Lambda^{\pi(3)}{}_\lambda
=\varepsilon_{\alpha\beta\kappa\lambda}\det\Lambda ,
\end{equation}
with $\varepsilon$ the permutation symbol, $\varepsilon_{0123}=1$. Since $\frac1{24}\varepsilon_{\alpha\beta\kappa\lambda}\gamma^\alpha\gamma^\beta\gamma^\kappa\gamma^\lambda=\gamma^0\gamma^1\gamma^2\gamma^3$,
\begin{equation}
S^{-1}\gamma^5S=(\det\Lambda)\,\gamma^5 .
\end{equation}
Thus $\bar\psi\gamma^5\psi$ acquires $\sigma\det\Lambda$, and $\bar\psi\gamma^\mu\gamma^5\psi$ acquires $\sigma\det\Lambda\,\Lambda^\mu{}_\nu$.

The sign $\sigma$ in (\ref{vec}) has a physical role. The density $j^0=\bar\psi\gamma^0\psi=\psi^\dagger\psi$ is non-negative for every spinor, in every frame. Under pure time reversal $\Lambda^0{}_0=-1$ alone would make it negative; $\sigma=-1$ restores it.

\paragraph{Proposition.} If $\psi^\dagger M\psi$ is invariant for all spinors and all $\Lambda$ with $\det\Lambda=1$, $\Lambda^0{}_0>0$, then $M=\gamma^0(a_0+b_0\gamma^5)$ with constants $a_0,b_0$. Invariance under parity as well requires $b_0=0$.

\textit{Proof.} A complex quadratic form that vanishes for all $\psi$ has a vanishing matrix, so $S^\dagger MS=M$. Write $M=\gamma^0N$. By (\ref{main}) with $\sigma=1$,
\begin{equation}
S^\dagger\gamma^0NS=\gamma^0(\gamma^0S^\dagger\gamma^0)NS=\gamma^0S^{-1}NS ,
\end{equation}
so $N$ commutes with $S$. The boosts (\ref{boost}) along the three axes show that $N$ commutes with each $\gamma^0\gamma^k$, and therefore with $\gamma^k\gamma^l=-(\gamma^0\gamma^k)(\gamma^0\gamma^l)$. Expand $N=\sum_An_A\Gamma_A$. By the sign count of Lemma 1, conjugation with $\gamma^\mu\gamma^\nu$ reverses $\Gamma_A$ when exactly one of $\mu,\nu$ lies in $A$. Such a pair exists unless $A$ is empty or full. All other $n_A$ vanish, and $N=a_0+b_0\gamma^5$.

For parity, $S=\gamma^0$ obeys (\ref{cov}) with $\Lambda=g$. The condition $\gamma^0M\gamma^0=M$ reads $(a_0+b_0\gamma^5)\gamma^0=\gamma^0(a_0+b_0\gamma^5)$. Since $\gamma^5$ anticommutes with $\gamma^0$, $b_0=0$. $\square$

Up to a factor, $\bar\psi\psi$ is thus the one quadratic scalar of the form $\psi^\dagger M\psi$ that respects boosts, rotations and parity. This is the reason for the $\gamma^0$ in the adjoint.

\section{A plane wave seen from four frames}

Let $\psi=u\,e^{-ip_\mu x^\mu/\hbar}$ with $\gamma^\nu p_\nu u=mc\,u$. The phase is unchanged if $p'^\mu=\Lambda^\mu{}_\nu p^\nu$. The adjoint of the equation for $u$, multiplied by $\gamma^0$ from the right, is $\bar u\gamma^\nu p_\nu=mc\,\bar u$. Hence
\begin{equation}
2mc\,\bar u\gamma^\mu u=\bar u(\gamma^\mu\gamma^\nu+\gamma^\nu\gamma^\mu)p_\nu u=2p^\mu\,\bar uu .
\label{gordon}
\end{equation}

Choose $p^\mu=(1.25,0,0,0.75)\,mc$; indeed $1.25^2-0.75^2=1$. In the Dirac representation, where $\gamma^0=\mathrm{diag}(1,1,-1,-1)$, a solution with $\bar uu=1$ is $u=(1.0607,0,0.3536,0)$. Equation (\ref{gordon}) gives $u^\dagger u=1.25$ and the current $(1.25,0,0,0.75)$.

A frame moving at $0.6c$ along $x$ has $\cosh\eta=1/\sqrt{1-0.36}=1.25$, $\sinh\eta=0.6\times1.25=0.75$ and $\eta=0.6931$. By (\ref{eig}) the eigenvalues of $S^\dagger S$ are $1.25\pm0.75$, that is $2$ and $0.5$. For the present spinor (\ref{ss}) gives
\begin{equation}
u'^\dagger u'=1.25\,u^\dagger u-0.75\,\bar u\gamma^1u=1.25\times1.25-0=1.5625 ,
\end{equation}
while $\bar u'u'=1$. The density grows and the scalar stays.

Follow this boost $L$ by parity $P$, linear time reversal $T$, or both:

\begin{center}
\begin{tabular}{lrrrr}
 & $\Lambda^0{}_0$ & $\bar u'u'$ & $u'^\dagger u'$ & $p'^0/mc$\\
$L$ & 1.25 & 1 & 1.5625 & 1.5625\\
$PL$ & 1.25 & 1 & 1.5625 & 1.5625\\
$TL$ & $-1.25$ & $-1$ & 1.5625 & $-1.5625$\\
$PTL$ & $-1.25$ & $-1$ & 1.5625 & $-1.5625$
\end{tabular}
\end{center}

In the last two rows the transformed wave is a negative-frequency solution. By (\ref{gordon}) its density is $(-1.5625)\times(-1)$, which is positive: the scalar and $p'^0$ change sign together.

The combination $w^\mu=u^\dagger\gamma^\mu u$, built with the Hermitian conjugate, fails already for $L$. Its time component is $\bar uu=1$ before and after the boost. Its $x$ component vanishes initially, because $\gamma^1$ connects opposite spins along $z$ and $u$ has one spin only. A four-vector would therefore need $w'^0=1.25\times1=1.25$.

The numerical check solves (\ref{cov}) directly for 24 transformations (six random proper orthochronous ones, each taken alone and followed by $P$, $T$ and $PT$) and confirms (\ref{main}) with a largest absolute error of $3\times10^{-15}$ in any element.

\section{Antilinear time reversal}

The operation $T$ above is linear and turns positive frequencies into negative ones. The time reversal used for physical states (Wigner's) is antilinear, $\psi'(x')=B\psi^*(x)$, and lies outside the theorem. The complex conjugate Dirac equation is $(-i\hbar\gamma^{\mu*}\partial_\mu-mc)\psi^*=0$. The steps that led to (\ref{cov}) now give
\begin{equation}
B^{-1}\gamma^\mu B=-\Lambda^\mu{}_\nu\gamma^{\nu*}.
\end{equation}
For $\Lambda=\mathrm{diag}(-1,1,1,1)$ this means $B^{-1}\gamma^0B=\gamma^{0*}$ and $B^{-1}\gamma^kB=-\gamma^{k*}$. In the Dirac representation $\gamma^2$ is imaginary and the others are real, so $B$ must commute with $\gamma^0$ and $\gamma^2$ and anticommute with $\gamma^1$ and $\gamma^3$. The unitary matrix $B=\gamma^1\gamma^3$ does this. With $B^\dagger=B^{-1}$,
\begin{align}
\bar\psi'\psi'&=\psi^TB^{-1}\gamma^0B\psi^*=(\psi^\dagger\gamma^0\psi)^*=\bar\psi\psi,\\
\bar\psi'\gamma^k\psi'&=\psi^T(B^{-1}\gamma^0B)(B^{-1}\gamma^kB)\psi^*=-\bar\psi\gamma^k\psi ,
\end{align}
and $\psi'^\dagger\psi'=\psi^\dagger\psi$; all these bilinears are real. The scalar keeps its sign and the spatial current is reversed. Applied to the boosted wave, the operation gives $\bar u'u'=1$ and $p'^\mu=(1.5625,0.9375,0,-0.75)\,mc$, with positive frequency. The minus sign in (\ref{main}) therefore belongs to linear transformations that reverse time, and it must not be carried over to the antilinear one.

\section*{Table of computed values}
\begin{verbatim}
independent products of gamma matrices (count): 16
random Lorentz transformations tested (count): 24
largest error of the adjoint formula (dimensionless): 2.8e-15
non-unitary representation, deviation from c*1 (dimensionless): 1.88
invariant forms, proper orthochronous (count): 2
invariant forms after adding parity (count): 1
frame speed along x (units of c): 0.60
Lorentz factor (dimensionless): 1.2500
rapidity eta (dimensionless): 0.6931
S_boost element 11 (dimensionless): 1.0607
S_boost element 14 (dimensionless): -0.3536
eigenvalues of S^dagger S (dimensionless): 0.5000 0.5000 2.0000 2.0000
initial p^mu (units of m c): 1.2500 0.0000 0.0000 0.7500
initial spinor u (dimensionless): 1.0607 0.0000 0.3536 0.0000
initial ubar u (dimensionless): 1.0000
initial u^dagger u (dimensionless): 1.2500
initial current ubar gamma^mu u (dimensionless): 1.2500 0.0000 0.0000 0.7500
[L] Lambda^0_0, det Lambda, c (dimensionless): 1.2500 1.0000 1.0000
[L] ubar u, u^dagger u (dimensionless): 1.0000 1.5625
[L] current (dimensionless): 1.5625 -0.9375 0.0000 0.7500
[L] p^mu (units of m c): 1.5625 -0.9375 0.0000 0.7500
[P L] Lambda^0_0, det Lambda, c (dimensionless): 1.2500 -1.0000 1.0000
[P L] ubar u, u^dagger u (dimensionless): 1.0000 1.5625
[P L] current (dimensionless): 1.5625 0.9375 0.0000 -0.7500
[P L] p^mu (units of m c): 1.5625 0.9375 0.0000 -0.7500
[T L] Lambda^0_0, det Lambda, c (dimensionless): -1.2500 -1.0000 -1.0000
[T L] ubar u, u^dagger u (dimensionless): -1.0000 1.5625
[T L] current (dimensionless): 1.5625 0.9375 0.0000 -0.7500
[T L] p^mu (units of m c): -1.5625 -0.9375 0.0000 0.7500
[PT L] Lambda^0_0, det Lambda, c (dimensionless): -1.2500 1.0000 -1.0000
[PT L] ubar u, u^dagger u (dimensionless): -1.0000 1.5625
[PT L] current (dimensionless): 1.5625 -0.9375 0.0000 0.7500
[PT L] p^mu (units of m c): -1.5625 0.9375 0.0000 -0.7500
u^dagger gamma^0 u after boost (dimensionless): 1.0000
value a four-vector would need (dimensionless): 1.2500
[antilinear T after L] ubar u (dimensionless): 1.0000
[antilinear T after L] current (dimensionless): 1.5625 0.9375 0.0000 -0.7500
[antilinear T after L] p^mu (units of m c): 1.5625 0.9375 0.0000 -0.7500
\end{verbatim}
